\section*{Surface Oxygen-Ion Density Supporting a Voltage Across a Thin Oxide}

\section*{Question}

A metal is covered by a flat oxide film of thickness $d=2.0$~nm and relative permittivity $\varepsilon_r=9.0$. Electrons have passed from the metal through the film to oxygen adsorbed on its outer face. The negative oxygen ions formed there set up a field that helps metal cations to enter and cross the oxide. The laterally averaged potential drop across the film has magnitude $V=1.0$~V. This value is given; it is not to be derived from electron levels.

Let $x$ be the height above the metal surface, so that the metal ends at $x=0$ and the ions sit at $x=d$, with vacuum above them. The metal is the zero of potential. Each ion has charge $-ze$, where $e>0$ is the elementary charge, and there are $n$ ions per unit area. The film is much wider than it is thick. Except in part (c), the oxide holds no net space charge.

\section*{(a) Field and surface charge}

\textbf{Treat the ions as a smooth charged sheet. Find the field in the oxide and derive $n$ in terms of $V$, $d$, $\varepsilon_r$ and $z$.}

\medskip
\textit{Model answer.} Write the charge per area of the ion sheet as $-\sigma$, with
\begin{equation}
\sigma = zen .
\end{equation}
The electrons on the oxygen came from the metal, so the metal surface carries $+\sigma$ and the whole system is neutral.

By symmetry the field of smooth sheets points along $x$. Let $E$ be its component in the outward direction, from metal to oxygen. Take a flat box of face area $A$ with its lower face inside the metal, where the field vanishes, and its upper face inside the oxide. It encloses the charge $+\sigma A$. Gauss's law for the displacement $\varepsilon_0\varepsilon_r E$ gives
\begin{equation}
\varepsilon_0\varepsilon_r E\,A-0=\sigma A
\quad\Longrightarrow\quad
E=\frac{\sigma}{\varepsilon_0\varepsilon_r}.
\label{gauss}
\end{equation}
If the upper face is moved into the vacuum, the box encloses $\sigma A-\sigma A=0$, so there is no field outside. The factor in Eq.~(\ref{gauss}) is therefore $1$ and not $\tfrac12$: all the field lines from the metal end on the ions.

The result does not depend on where in the oxide the upper face lies, because there is no space charge. The field is thus uniform, and the potential at the outer face is
\begin{equation}
\phi(d)=-\int_0^d E\,dx=-Ed=-V .
\end{equation}
The outer face is negative, and the field pushes positive metal ions outward. Inserting $E=V/d$ and $\sigma=zen$ into Eq.~(\ref{gauss}) gives
\begin{equation}
zen=\varepsilon_0\varepsilon_r\frac{V}{d}
\quad\Longrightarrow\quad
n=\frac{\varepsilon_0\varepsilon_r V}{zed}.
\label{density}
\end{equation}

\section*{(b) Numerical values}

\textbf{Evaluate $n$ for singly charged ions (O$^-$ or O$_2^-$) and for doubly charged ions (O$^{2-}$). Compare the results with a round reference density of $1.0\times10^{15}$ surface sites per cm$^2$. What happens as the film is made thinner at fixed $V$?}

\medskip
\textit{Model answer.} The field is
\begin{equation}
E=\frac{1.0\ \mathrm{V}}{2.0\times10^{-9}\ \mathrm{m}}
=5.0\times10^{8}\ \mathrm{V\,m^{-1}},
\end{equation}
and the charge per area is
\begin{equation}
\sigma=(8.854\times10^{-12}\ \mathrm{F\,m^{-1}})(9.0)
(5.0\times10^{8}\ \mathrm{V\,m^{-1}})
=0.0398\ \mathrm{C\,m^{-2}} .
\end{equation}
For $z=1$, division by the elementary charge gives
\begin{equation}
n=\frac{0.03984\ \mathrm{C\,m^{-2}}}{1.602\times10^{-19}\ \mathrm{C}}
=2.49\times10^{17}\ \mathrm{m^{-2}}
\approx 2.5\times10^{13}\ \mathrm{cm^{-2}},
\end{equation}
since $1\ \mathrm{m^{-2}}=10^{-4}\ \mathrm{cm^{-2}}$. For $z=2$ half as many ions carry the same charge:
\begin{equation}
n\approx1.2\times10^{13}\ \mathrm{cm^{-2}} .
\end{equation}
The electrostatics fixes the density of elementary charges, $2.5\times10^{13}\ \mathrm{cm^{-2}}$. This is also the density of ions if each ion carries one charge.

The ions occupy 2.5\,\% of the reference sites for $z=1$, about one site in 40, and 1.2\,\% for $z=2$. A small fraction of a monolayer is enough for a drop of one volt.

At fixed $V$, Eq.~(\ref{density}) gives $n\propto1/d$: a thinner film needs more ions, because its field is larger. For $z=1$ every reference site would be charged at a thickness of $0.0249\times2.0\ \mathrm{nm}\approx0.05$~nm. This is less than the size of an atom, where a film with a bulk permittivity has no meaning. Within the range of the continuum model, the number of sites therefore does not limit this voltage. The field is another matter: $5$~MV\,cm$^{-1}$ at 2~nm, and $10$~MV\,cm$^{-1}$ at 1~nm, is of the order of the breakdown fields of oxides, so a linear, insulating film with constant $\varepsilon_r$ is an idealisation, the more so the thinner the film.

\section*{(c) Space charge in the oxide}

\textbf{The oxide now also holds a uniform charge density $\rho$. Find the surface charge needed for the same $V$, and the amount of positive space charge that changes it by 10\,\%.}

\medskip
\textit{Model answer.} The system as a whole is still neutral, so the field outside is still zero. Take a box with its lower face at height $x$ in the oxide and its upper face in the vacuum. The outward flux through the lower face is $-\varepsilon_0\varepsilon_rE(x)A$, and the enclosed charge is $[-\sigma+\rho(d-x)]A$. Hence
\begin{equation}
E(x)=\frac{\sigma-\rho(d-x)}{\varepsilon_0\varepsilon_r}.
\end{equation}
Integration across the film, with $\int_0^d(d-x)\,dx=d^2/2$, gives
\begin{equation}
V=\int_0^dE\,dx=\frac{1}{\varepsilon_0\varepsilon_r}
\left(\sigma d-\frac{\rho d^2}{2}\right)
\quad\Longrightarrow\quad
\sigma=\frac{\varepsilon_0\varepsilon_rV}{d}+\frac{\rho d}{2}.
\end{equation}
Positive space charge raises the number of surface ions needed, since some of their field lines now start inside the film and cross only part of it. For $\rho=0$ the result of part (a) returns.

A change of 10\,\% relative to the value without space charge requires $\rho d/2=0.10\,\varepsilon_0\varepsilon_rV/d$. The space charge per area, $\rho d$, is then 20\,\% of the original surface charge:
\begin{equation}
\frac{\rho d}{e}=0.20\times2.49\times10^{13}\ \mathrm{cm^{-2}}
\approx5\times10^{12}\ \mathrm{cm^{-2}} .
\end{equation}
Divided by $d=2.0\times10^{-7}$~cm, this is $2.5\times10^{19}$ elementary charges per cm$^3$. For a uniform distribution, the capacitor formula holds when the net space charge is well below this density. For a charge that varies with height the same argument gives $\sigma=\varepsilon_0\varepsilon_rV/d+\frac1d\int_0^d x\,\rho(x)\,dx$: charge next to the ions counts up to twice as much as uniformly spread charge, and charge next to the metal hardly counts.

\section*{(d) Do discrete ions change the result?}

\textbf{Return to $\rho=0$. Compare the mean spacing of the ions with $d$, and show that the relation between $n$ and $V$ nevertheless holds for any arrangement of the ions.}

\medskip
\textit{Model answer.} The mean spacing $a=n^{-1/2}$ is 2.0~nm for $z=1$ and 2.8~nm for $z=2$. It is not small compared with $d$, so the smooth sheet needs a justification.

Let $\mathbf r$ be the position parallel to the film and $\Phi(x)$ the average of the potential $\phi(\mathbf r,x)$ over a large area $A$. In the oxide and in the vacuum, $\nabla^2\phi=0$. Averaging this equation gives
\begin{equation}
\Phi''(x)+\frac1A\oint \frac{\partial\phi}{\partial\nu}\,d\ell=0,
\end{equation}
where the lateral part of the Laplacian has become an integral along the edge of the area, with $\nu$ the outward normal in the plane. The edge grows as $\sqrt A$, so this term vanishes for large $A$, and $\Phi''=0$. The average charge at $x=d$ is $-zen$ however the ions are placed. With $\Phi(0)=0$ and no mean field outside, $\Phi$ obeys the same equations as the potential of the smooth sheet. Equation~(\ref{density}) therefore holds, with $V$ understood as the laterally averaged drop and not as the potential at the site of one ion. The difference is large here: on the square lattice of part (e), all other ions and their images produce only about $-0.5$~V ($z=1$) or $-0.4$~V ($z=2$) at the site of an ion, against the mean of $-1.0$~V. A voltage fixed by electron levels at the ions cannot be inserted for $V$ without this correction.

\section*{(e) Local field at the metal}

\textbf{Place the ions on a square lattice of spacing $a$. Find the field at the metal surface, where cations enter the oxide, and judge how well $V/d$ describes it.}

\medskip
\textit{Model answer.} Take the origin of $\mathbf r$ below an ion. A lattice of point charges has the same Fourier coefficient for every reciprocal vector $\mathbf G$, so its charge per area is
\begin{equation}
-ze\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)
=-\sigma\sum_{\mathbf G}e^{i\mathbf G\cdot\mathbf r}.
\end{equation}
Write $\phi=\sum_{\mathbf G}\phi_G(x)e^{i\mathbf G\cdot\mathbf r}$. Laplace's equation becomes $\phi_G''=G^2\phi_G$. For $G\neq0$, the solution that vanishes at the metal and far outside, and is continuous at $x=d$, is
\begin{equation}
\phi_G=
\begin{cases}
C\sinh(Gx), & 0\le x\le d,\\
C\sinh(Gd)\,e^{-G(x-d)}, & x\ge d .
\end{cases}
\end{equation}
The displacement along $x$ is $-\varepsilon_0\varepsilon_r\phi_G'$ in the oxide and $-\varepsilon_0\phi_G'$ in the vacuum. Its jump at $x=d$ equals the surface charge:
\begin{align}
-\varepsilon_0\phi_G'(d^+)+\varepsilon_0\varepsilon_r\phi_G'(d^-)&=-\sigma,\\
\varepsilon_0GC\left[\sinh(Gd)+\varepsilon_r\cosh(Gd)\right]&=-\sigma .
\end{align}
The outward field at the metal is $-\phi_G'(0)=-GC$. Dividing it by $V/d=\sigma/(\varepsilon_0\varepsilon_r)$ and adding the term $G=0$, which by part (d) contributes 1, gives
\begin{equation}
\frac{E(\mathbf r)}{V/d}=1+\sum_{\mathbf G\neq0}
\frac{\varepsilon_r\cos(\mathbf G\cdot\mathbf r)}
{\varepsilon_r\cosh(Gd)+\sinh(Gd)} .
\label{local}
\end{equation}

The four shortest vectors have $G=2\pi/a$. For $z=1$, $Gd=2\pi(2.0/2.005)=6.27$, and both hyperbolic functions are close to $e^{6.27}/2\approx264$. Below an ion, where every cosine is 1, these four terms add
\begin{equation}
4\times\frac{9.0}{(9.0+1)\times264}\approx0.014 .
\end{equation}
The full sum gives the following extremes of $E/(V/d)$:
\begin{center}
\begin{tabular}{lcc}
 & below an ion & below a cell centre\\
$z=1$ & 1.015 & 0.987\\
$z=2$ & 1.10 & 0.93
\end{tabular}
\end{center}
As the numerical output shows, a direct sum over point ions and their image charges returns these values and a mean of 1.

On the square lattice, the field at the metal stays within 1.5\,\% of $V/d$ for $z=1$. For $z=2$ the deviation reaches 10\,\%, because the ions are farther apart, $Gd$ is smaller, and the terms of Eq.~(\ref{local}) fall off roughly as $e^{-Gd}$. Equation~(\ref{density}) also gives
\begin{equation}
\frac da=d\sqrt n=\sqrt{\frac{\varepsilon_0\varepsilon_rVd}{ze}},
\end{equation}
so at fixed $V$ a thinner film has a less uniform field at the metal, although it carries more ions.

Two limits apply to this conclusion. First, it concerns the metal surface. At height $x$ each term of the field along $x$ is larger by the factor $\cosh(Gx)$, and just below the ions the terms no longer decrease with $G$; there $V/d$ is a poor estimate of the local field. Already at $x=d/2$ the ratio $E/(V/d)$ runs from 0.89 to 1.21 for $z=1$ and from 0.76 to 1.67 for $z=2$. Second, the square lattice is a model. Disordered ions contain Fourier components with smaller $G$, which are damped less on the way to the metal, so their local field varies much more than the table shows. For ions placed at random the root-mean-square deviation from $V/d$ at the metal is about 30\,\% for $z=1$ and 40\,\% for $z=2$; for mobile point ions that repel one another at 300~K it is about 7\,\% and 10\,\%. The small values in the table belong to the ordered lattice. The mean field and the density $n$ are unaffected.

\section*{Calculated quantities}
\begin{verbatim}
Potential drop: 1.0 V
Oxide thickness: 2.0 nm
Relative permittivity: 9.0
Vacuum permittivity: 8.85419e-12 F/m
Elementary charge: 1.60218e-19 C
Mean field in oxide: 5.000e+08 V/m
Charge per area: 0.03984 C/m^2
Reference site density: 1.0e+15 cm^-2
Ion charge number z = 1:
  ion density: 2.4869e+17 m^-2
  ion density: 2.487e+13 cm^-2
  share of reference sites: 2.49 %
  mean ion spacing: 2.005 nm
  potential of outer face, Poisson solver: -1.000000 V
  mean field at metal, ion sum / (V/d): 1.00000
  field at metal below an ion / (V/d): 1.0147
  field at metal below cell centre / (V/d): 0.9874
Ion charge number z = 2:
  ion density: 1.2434e+17 m^-2
  ion density: 1.243e+13 cm^-2
  share of reference sites: 1.24 %
  mean ion spacing: 2.836 nm
  potential of outer face, Poisson solver: -1.000000 V
  mean field at metal, ion sum / (V/d): 1.00000
  field at metal below an ion / (V/d): 1.1011
  field at metal below cell centre / (V/d): 0.9283
\end{verbatim}
